# Recurrences for spherical harmonics multiplied by direction components: a numerical check

```python
"""Recurrences for products of direction components with spherical harmonics.

Result under test, with n_z = cos(theta), n_+- = sin(theta) exp(+-i phi):
  n_z Y(l,m) = sqrt(((l+1)^2-m^2)/((2l+1)(2l+3))) Y(l+1,m)
             + sqrt((l^2-m^2)/((2l-1)(2l+1))) Y(l-1,m)
  n_+ Y(l,m) = -sqrt((l+m+1)(l+m+2)/((2l+1)(2l+3))) Y(l+1,m+1)
             + sqrt((l-m)(l-m-1)/((2l-1)(2l+1))) Y(l-1,m+1)
  n_- Y(l,m) = +sqrt((l-m+1)(l-m+2)/((2l+1)(2l+3))) Y(l+1,m-1)
             - sqrt((l+m)(l+m-1)/((2l-1)(2l+1))) Y(l-1,m-1)
Y(l,m): orthonormal spherical harmonics with Condon-Shortley phase.
theta, phi: polar and azimuthal angle; L_+-: ladder operators, hbar = 1.
"""
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial


def harmonic(l, m, theta, phi):
    """Y(l,m) from the Rodrigues derivative formula; zero if |m| > l."""
    if l < 0 or abs(m) > l:
        return np.zeros(np.shape(theta), dtype=complex)
    if m < 0:
        return (-1) ** m * np.conj(harmonic(l, -m, theta, phi))
    derivative = (Polynomial([-1.0, 0.0, 1.0]) ** l).deriv(l + m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    legendre = ((-1) ** m * np.sin(theta) ** m
                * derivative(np.cos(theta)) / (2**l * factorial(l)))
    return norm * legendre * np.exp(1j * m * phi)


def coefficients(l, m):
    """Derived formulas: component -> (shift of m, upper, lower)."""
    up = (2*l + 1) * (2*l + 3)
    down = (2*l - 1) * (2*l + 1)
    return {
        "z": (0, sqrt(((l + 1)**2 - m*m) / up), sqrt((l*l - m*m) / down)),
        "+": (1, -sqrt((l + m + 1) * (l + m + 2) / up),
              sqrt((l - m) * (l - m - 1) / down)),
        "-": (-1, sqrt((l - m + 1) * (l - m + 2) / up),
              -sqrt((l + m) * (l + m - 1) / down)),
    }


def direction(theta, phi):
    return {"z": np.cos(theta) + 0j,
            "+": np.sin(theta) * np.exp(1j * phi),
            "-": np.sin(theta) * np.exp(-1j * phi)}


# Exact operator algebra in Cartesian coordinates
x, y, z = sp.symbols("x y z", real=True)
r2 = x**2 + y**2 + z**2


def raise_m(f):
    return sp.expand(-sp.I * (y*sp.diff(f, z) - z*sp.diff(f, y))
                     + z*sp.diff(f, x) - x*sp.diff(f, z))


def lower_m(f):
    return sp.expand(-sp.I * (y*sp.diff(f, z) - z*sp.diff(f, y))
                     - z*sp.diff(f, x) + x*sp.diff(f, z))


def l_z(f):
    return sp.expand(-sp.I * (x*sp.diff(f, y) - y*sp.diff(f, x)))


def l_squared(f):
    return sp.expand(lower_m(raise_m(f)) + l_z(l_z(f)) + l_z(f))


def laplacian(f):
    return sp.expand(sum(sp.diff(f, q, 2) for q in (x, y, z)))


generic = sp.Function("f")(x, y, z)
plus, minus = x + sp.I*y, x - sp.I*y
for ladder, factor, expected in [(raise_m, plus, 0), (lower_m, plus, -2*z),
                                 (lower_m, z, minus), (raise_m, z, -plus)]:
    commutator = ladder(factor * generic) - factor * ladder(generic)
    assert sp.expand(commutator - expected * generic) == 0

# Ladder definition of Y against Rodrigues; harmonic splitting of products
rng = np.random.default_rng(7)
theta_r = np.arccos(rng.uniform(-0.95, 0.95, 12))
phi_r = rng.uniform(0, 2*pi, 12)
points = (np.sin(theta_r) * np.cos(phi_r),
          np.sin(theta_r) * np.sin(phi_r), np.cos(theta_r))
for l in range(4):
    solid = sp.expand(plus**l)
    assert raise_m(solid) == 0
    scale = (-1)**l * sqrt(factorial(2*l + 1) / (4*pi)) / (2**l * factorial(l))
    for m in range(l, -l - 1, -1):
        values = scale * sp.lambdify((x, y, z), solid, "numpy")(*points)
        assert np.allclose(values, harmonic(l, m, theta_r, phi_r), atol=1e-12)
        assert laplacian(solid) == 0
        assert sp.expand(l_z(solid) - m * solid) == 0
        assert sp.expand(lower_m(raise_m(solid))
                         - (l - m) * (l + m + 1) * solid) == 0
        assert sp.expand(raise_m(lower_m(solid))
                         - (l + m) * (l - m + 1) * solid) == 0
        for factor in (z, plus, minus):
            slope = sp.expand(sum(sp.diff(factor, q) * sp.diff(solid, q)
                                  for q in (x, y, z)))
            upper = sp.expand(factor*solid - r2*slope / (2*l + 1))
            assert laplacian(slope) == 0 and laplacian(upper) == 0
            assert sp.expand(l_squared(upper) - (l + 1)*(l + 2)*upper) == 0
            assert sp.expand(l_squared(slope) - (l - 1)*l*slope) == 0
        if m > -l:
            solid = lower_m(solid)
            scale /= sqrt((l + m) * (l - m + 1))

# All matrix elements by quadrature, exact for these polynomial degrees
nodes, weights = np.polynomial.legendre.leggauss(16)
azimuth = np.arange(24) * 2*pi / 24
theta_g, phi_g = [g.ravel() for g in
                  np.meshgrid(np.arccos(nodes), azimuth, indexing="ij")]
weight_g = np.repeat(weights, 24) * 2*pi / 24
labels = [(l, m) for l in range(8) for m in range(-l, l + 1)]
index = {label: i for i, label in enumerate(labels)}
table = np.array([harmonic(l, m, theta_g, phi_g) for l, m in labels])
overlap = (table.conj() * weight_g) @ table.T
assert np.allclose(overlap, np.eye(len(labels)), atol=1e-10)
n_grid = direction(theta_g, phi_g)
matrix = {a: (table.conj() * weight_g * n_grid[a]) @ table.T for a in n_grid}

n_random = direction(theta_r, phi_r)
worst_matrix = worst_point = 0.0
for l, m in [label for label in labels if label[0] <= 6]:
    for a, (shift, c_up, c_down) in coefficients(l, m).items():
        column = np.zeros(len(labels))
        for degree, c in ((l + 1, c_up), (l - 1, c_down)):
            if (degree, m + shift) in index:
                column[index[degree, m + shift]] = c
            else:
                assert c == 0
        error = np.max(np.abs(matrix[a][:, index[l, m]] - column))
        worst_matrix = max(worst_matrix, error)
        left = n_random[a] * harmonic(l, m, theta_r, phi_r)
        right = (c_up * harmonic(l + 1, m + shift, theta_r, phi_r)
                 + c_down * harmonic(l - 1, m + shift, theta_r, phi_r))
        worst_point = max(worst_point, np.max(np.abs(left - right)))
assert worst_matrix < 1e-10 and worst_point < 1e-10


def element(a, l2, m2, l1, m1):
    return matrix[a][index[l2, m2], index[l1, m1]].real


# Top-state value and descent relation, using integrated values only
for l in range(7):
    top = element("+", l + 1, l + 1, l, l)
    assert abs(top + sqrt((2*l + 2) / (2*l + 3))) < 1e-10
    for m in range(-l, l):
        here = element("+", l + 1, m + 1, l, m)
        above = element("+", l + 1, m + 2, l, m + 1)
        assert abs(here*sqrt(l + m + 3) - above*sqrt(l + m + 1)) < 1e-10

# Worked example
l, m = 3, 1
theta, phi = 1.0, 0.5


def show(value):
    return f"{value.real:+.6f} {value.imag:+.6f}i"


print("All values are pure numbers except angles, which are in rad")
print(f"example state: l = {l}, m = {m}")
print(f"theta = {theta:.1f} rad, phi = {phi:.1f} rad")
print("descent of upper n_+ coefficient at l = 3, by quadrature:")
for k in (3, 2, 1):
    print(f"  a_{k} = {element('+', 4, k + 1, 3, k):+.6f}")
start = harmonic(l, m, np.array(theta), np.array(phi))
print("Y(3,1) at the point =", show(start))
density = np.abs(table[index[l, m]])**2 * weight_g
mean_cos2 = np.sum(density * np.cos(theta_g)**2)
mean_sin2 = np.sum(density * np.sin(theta_g)**2)
n_point = direction(theta, phi)
for a, (shift, c_up, c_down) in coefficients(l, m).items():
    k = m + shift
    y_up = harmonic(l + 1, k, np.array(theta), np.array(phi))
    y_down = harmonic(l - 1, k, np.array(theta), np.array(phi))
    left, right = n_point[a] * start, c_up * y_up + c_down * y_down
    assert abs(left - right) < 1e-12
    square_sum = c_up**2 + c_down**2
    assert abs(square_sum - (mean_cos2 if a == "z" else mean_sin2)) < 1e-10
    print(f"component n_{a}:")
    print(f"  upper: formula {c_up:+.6f},",
          f"quadrature {element(a, l + 1, k, l, m):+.6f}")
    print(f"  lower: formula {c_down:+.6f},",
          f"quadrature {element(a, l - 1, k, l, m):+.6f}")
    print(f"  Y({l + 1},{k}) = {show(y_up)}")
    print(f"  Y({l - 1},{k}) = {show(y_down)}")
    print(f"  left side  = {show(left)}")
    print(f"  right side = {show(right)}")
    print(f"  sum of squared coefficients = {square_sum:.6f}")
print(f"integrated mean of cos^2(theta) in Y(3,1) = {mean_cos2:.6f}")
print(f"integrated mean of sin^2(theta) in Y(3,1) = {mean_sin2:.6f}")
edge = coefficients(2, 2)["z"]
print(f"edge case cos(theta) Y(2,2): upper {edge[1]:.6f}, lower {edge[2]:.6f}")
print(f"edge case upper by quadrature = {element('z', 3, 2, 2, 2):.6f}")
print("largest degree l tested in the recurrences = 6")
print(f"largest matrix-element error below 1e-10: {worst_matrix < 1e-10}")
print(f"largest pointwise error below 1e-10: {worst_point < 1e-10}")
print("done: every assertion held")
```

Printed output:

```
All values are pure numbers except angles, which are in rad
example state: l = 3, m = 1
theta = 1.0 rad, phi = 0.5 rad
descent of upper n_+ coefficient at l = 3, by quadrature:
  a_3 = -0.942809
  a_2 = -0.816497
  a_1 = -0.690066
Y(3,1) at the point = -0.109694 -0.059926i
component n_z:
  upper: formula +0.487950, quadrature +0.487950
  lower: formula +0.478091, quadrature +0.478091
  Y(4,1) = +0.180550 +0.098635i
  Y(2,1) = -0.308240 -0.168393i
  left side  = -0.059268 -0.032378i
  right side = -0.059268 -0.032378i
  sum of squared coefficients = 0.466667
component n_+:
  upper: formula -0.690066, quadrature -0.690066
  lower: formula +0.239046, quadrature +0.239046
  Y(4,2) = +0.133545 +0.207984i
  Y(2,2) = +0.147778 +0.230151i
  left side  = -0.056829 -0.088506i
  right side = -0.056829 -0.088506i
  sum of squared coefficients = 0.533333
component n_-:
  upper: formula +0.436436, quadrature +0.436436
  lower: formula -0.585540, quadrature -0.585540
  Y(4,0) = -0.293561 +0.000000i
  Y(2,0) = -0.039178 +0.000000i
  left side  = -0.105180 +0.000000i
  right side = -0.105180 +0.000000i
  sum of squared coefficients = 0.533333
integrated mean of cos^2(theta) in Y(3,1) = 0.466667
integrated mean of sin^2(theta) in Y(3,1) = 0.533333
edge case cos(theta) Y(2,2): upper 0.377964, lower 0.000000
edge case upper by quadrature = 0.377964
largest degree l tested in the recurrences = 6
largest matrix-element error below 1e-10: True
largest pointwise error below 1e-10: True
done: every assertion held
```
